# Reversible Scaling: Free Energy over a Temperature Range from Switching Runs, part 2

The aim is the classical Helmholtz free energy $F(T)$ of $N$ nuclei with potential energy $U(R)$ at fixed volume, given its value $F(T_0)$ at one temperature. The thermostat stays at $T_0$ and the potential is multiplied by $\lambda$, so the Hamiltonian is $H_\lambda=K+\lambda U$, with $K$ the kinetic energy. The scaled system visits configurations with the same probabilities as the original system at $T=T_0/\lambda$. Here $k$ is Boltzmann's constant, $\beta_0=1/(kT_0)$, and $\langle\cdot\rangle_\lambda$ is the canonical average at $T_0$ with potential $\lambda U$. The free energy $F_s(\lambda)$ of the scaled system obeys $F_s(1)=F(T_0)$ and $dF_s/d\lambda=\langle U\rangle_\lambda$, so the reversible work is $W_{\rm rev}(\lambda)=F_s(\lambda)-F_s(1)$.

In a run of duration $\tau$, $\lambda(t)$ varies continuously, with $\dot\lambda=d\lambda/dt$. The recorded work is

$$W(t)=\int_0^t\dot\lambda\,\frac{\partial H_\lambda}{\partial\lambda}\,dt'=\int_0^t\dot\lambda(t')\,U(R(t'))\,dt'. \tag{16}$$

For a slow run starting at $\lambda=1$ it approaches $W_{\rm rev}$ and gives the curve

$$F\!\left(\frac{T_0}{\lambda(t)}\right)\approx\frac{F(T_0)+W(t)}{\lambda(t)}+\frac32NkT_0\frac{\ln\lambda(t)}{\lambda(t)}. \tag{17}$$

Errors of the reference value and of the work enter as

$$\delta F(T)=\frac{T}{T_0}\left[\delta F(T_0)+\delta W\right]. \tag{18}$$

The example is a model solid of independent atoms. Each of the three Cartesian coordinates $x$ of an atom has the potential energy

$$u(x)=\tfrac12\kappa x^2+\tfrac14gx^4,\qquad \kappa=0.05\ \text{Ry/bohr}^2,\quad g=0.2\ \text{Ry/bohr}^4. \tag{14}$$

Rydberg atomic units are used, with $\hbar=1$ and electron mass $\tfrac12$. The atomic mass is $m=25000$ in these units, and the harmonic frequency is $\omega=\sqrt{\kappa/m}$. The reference temperature is $T_0=400$ K, with $kT_0=2.5334$ mRy and the classical value $F(T_0)=-3.6904$ mRy per atom. The temperatures 800, 1200 and 1600 K correspond to $\lambda=\tfrac12$, $\tfrac13$ and $\tfrac14$.

It remains to find how $W$ differs from $W_{\rm rev}$ when $\tau$ is finite.

### The lag behind equilibrium

Let $\rho(\Gamma,t)$ be the probability density of an ensemble of runs in phase space $\Gamma$. It evolves by $\partial_t\rho=L_\lambda\rho$, where $L_\lambda$ contains the motion and the thermostat. The thermostat must leave the canonical density $\rho_\lambda\propto e^{-\beta_0H_\lambda}$ stationary, $L_\lambda\rho_\lambda=0$; Langevin dynamics does. Each run starts from equilibrium at its initial $\lambda$.

Write $\rho=\rho_\lambda+\eta$ with $\eta=0$ at $t=0$. Since $L_\lambda\rho_\lambda=0$,

$$\partial_t\eta=L_\lambda\eta-\dot\lambda\,\frac{\partial\rho_\lambda}{\partial\lambda}. \tag{19}$$

With $\rho_\lambda=e^{-\beta_0H_\lambda}/Z_\lambda$, where $Z_\lambda$ normalizes the density, the exponential contributes $-\beta_0U$ to the logarithmic derivative, and the normalization contributes $+\beta_0\langle U\rangle_\lambda$. So

$$\frac{\partial\rho_\lambda}{\partial\lambda}=-\beta_0\,\delta U\,\rho_\lambda,\qquad \delta U=U-\langle U\rangle_\lambda. \tag{20}$$

Equation (19) is driven by a source $+\beta_0\dot\lambda\,\delta U\rho_\lambda$. Suppose that correlations decay within a time $t_c\ll\tau$. During $t_c$ the parameter changes by an amount of order $t_c/\tau$, so to leading order $\lambda$ and $\dot\lambda$ may be frozen at their values at $t$:

$$\eta(t)=\beta_0\dot\lambda\int_0^{t}e^{L_\lambda s}\left(\delta U\rho_\lambda\right)ds+O(\tau^{-2}). \tag{21}$$

Multiply by $\delta U$ and integrate over phase space. The operator $e^{L_\lambda s}$ carries the density, weighted by the initial value of $\delta U$, forward by a time $s$. The result is the equilibrium autocorrelation function

$$C_\lambda(s)=\int\delta U\,e^{L_\lambda s}(\delta U\rho_\lambda)\,d\Gamma=\langle\delta U(s)\,\delta U(0)\rangle_\lambda. \tag{22}$$

As $\eta$ integrates to zero, the constant $\langle U\rangle_\lambda$ in $\delta U$ does not matter, and the mean energy during the run is

$$\overline{U}(t)=\langle U\rangle_\lambda+\beta_0\dot\lambda\int_0^tC_\lambda(s)\,ds+O(\tau^{-2}). \tag{23}$$

An overbar denotes the mean over many runs. The sign has a simple meaning once $t\gg t_c$. When $\lambda$ falls, the equilibrium energy $\langle U\rangle_\lambda$ rises, and the system, lagging behind, has too little potential energy. When $\lambda$ rises, it has too much.

### The dissipated work

Insert (23) into the mean of (16). The first term gives $\Delta F_s$, the difference of $F_s$ between the ends. In the second, extend the inner integral to infinity, which defines

$$G(\lambda)=\int_0^\infty C_\lambda(s)\,ds,\qquad E_{\rm diss}=\beta_0\int_0^\tau\dot\lambda^2\,G(\lambda)\,dt. \tag{24}$$

The extension is inaccurate near the start, where the lag has not yet built up. The difference it makes is

$$\beta_0\int_0^\tau\dot\lambda^2\int_t^\infty C_\lambda(s)\,ds\,dt\approx\beta_0\dot\lambda(0)^2\int_0^\infty s\,C_{\lambda(0)}(s)\,ds, \tag{25}$$

where exchanging the order of integration produced the factor $s$. It is of order $\tau^{-2}$, because $\dot\lambda\propto1/\tau$ and the remaining integral does not depend on $\tau$. The remainder in (23) contributes at the same order: it is multiplied by $\dot\lambda$ and integrated over a time $\tau$, which leaves $\tau^{-2}$.

For a schedule of fixed shape put $t=\tau\sigma$, so that $\dot\lambda=\lambda'(\sigma)/\tau$ and $dt=\tau\,d\sigma$. Then

$$\overline W=\Delta F_s+kT_0\frac a\tau+O(\tau^{-2}),\qquad a=\beta_0^2\int_0^1\lambda'(\sigma)^2\,G(\lambda(\sigma))\,d\sigma. \tag{26}$$

The coefficient $a$ is a time. It cannot be negative: for a stationary process, the mean square of $\int_0^t\delta U\,dt'$ is $2\int_0^t(t-s)C_\lambda(s)\,ds$, which for long $t$ tends to $2tG$, and a mean square is not negative.

The expansion requires $\int C_\lambda ds$ and $\int sC_\lambda ds$ to converge, with $t_c\ll\tau$ along the whole path. Near a continuous phase transition $t_c$ can exceed any affordable $\tau$. At a first-order transition the system may stay in the old phase, and forward and backward runs may then change phase at different values of $\lambda$. The lag is no longer a small linear response, and the cancellation derived next does not apply.

### Mirrored runs

Let the backward run retrace the schedule, $\lambda_b(t)=\lambda_f(\tau-t)$, starting from equilibrium at the far end. Then $\dot\lambda_b(t)=-\dot\lambda_f(\tau-t)$. The free-energy difference changes sign, but $\dot\lambda^2$ does not, and substituting $\tau-t$ for $t$ in (24) shows that $E_{\rm diss}$ is the same. Therefore

$$\overline{W_f}=\Delta F_s+kT_0\frac a\tau+O(\tau^{-2}),\qquad \overline{W_b}=-\Delta F_s+kT_0\frac a\tau+O(\tau^{-2}), \tag{27}$$

$$\tfrac12\left(\overline{W_f}-\overline{W_b}\right)=\Delta F_s+O(\tau^{-2}),\qquad \tfrac12\left(\overline{W_f}+\overline{W_b}\right)=kT_0\frac a\tau+O(\tau^{-2}). \tag{28}$$

The half-sum measures the dissipation that the half-difference removes. If it does not halve when $\tau$ is doubled, within its noise, the runs are outside the linear regime.

The same holds at each intermediate $\lambda$. Combine the forward work from $1$ to $\lambda$ with the work on the last part of the backward run, from $\lambda$ to $1$. That part does not start from equilibrium, but its lag already has the form (23), so its leading dissipation equals that of the forward part. The pair of runs thus gives a corrected curve, not just a corrected end point.

Mirroring matters. If the backward run follows another schedule between the same ends, with coefficient $a_b\ne a_f$, the half-difference keeps the error $kT_0(a_f-a_b)/(2\tau)$.

### The noise of a single pair

Cancellation concerns the mean. The work of one run fluctuates with variance $\iint\dot\lambda(t)\dot\lambda(t')\langle\delta U(t)\delta U(t')\rangle\,dt\,dt'$. To leading order the correlation is $C_\lambda(|t-t'|)$, and for each $t$ the integral over $t'$ covers both sides of the peak, giving $2G$:

$$\operatorname{var}W=2\int_0^\tau\dot\lambda^2G(\lambda)\,dt=2kT_0E_{\rm diss}. \tag{29}$$

For two independent mirrored runs,

$$\operatorname{var}\tfrac12(W_f-W_b)=\tfrac14\left(2kT_0E_{\rm diss}+2kT_0E_{\rm diss}\right)=kT_0E_{\rm diss}. \tag{30}$$

The root-mean-square noise falls as $\tau^{-1/2}$, more slowly than the one-way bias. For independent atoms $E_{\rm diss}=N\epsilon$, with $\epsilon$ the dissipation per atom, so the bias grows as $N$ and the noise as $\sqrt N$. One-way bias and one-way noise are equal when $N\epsilon=\sqrt{2kT_0N\epsilon}$, or

$$N_\ast=\frac{2kT_0}{\epsilon}. \tag{31}$$

Well above $N_\ast$, the backward run removes the larger error. Well below it, noise dominates even a one-way run.

The pair can be compared with one forward run of length $2\tau$, which has the same total length. That run has dissipation $E_{\rm diss}/2$ and, by (29), variance $kT_0E_{\rm diss}$, the same as (30). At equal cost the noise is the same to leading order. The long run keeps a bias of $E_{\rm diss}/2$; the pair keeps one of order $\tau^{-2}$.

### The orders in $1/\tau$ without noise

For the model (14) the mean work can be computed without sampling if the motion is overdamped. One coordinate then diffuses with constant $D=kT_0/(m\gamma)$; take $\gamma=0.001$ per Rydberg time unit, so $m\gamma=25$. Only this product enters. An atom of mass $m=25000$ with this friction would not in fact be overdamped, since $\gamma<2\omega=0.0028$. The diffusive model serves to test the orders in $1/\tau$; motion with inertia follows below. Divide $0<x<1.4$ bohr into 30 cells of width $d$; negative $x$ follows by symmetry. Let probability hop from cell $i$ to a neighbour $j$ at the rate $(D/d^2)\exp[-\lambda(u_j-u_i)/2kT_0]$. These rates keep the Boltzmann distribution stationary. The rate equations, with those for the first two moments of the work, were integrated by an implicit Runge–Kutta method while $\lambda$ went linearly between $1$ and $\tfrac14$.

The harmonic case gives an estimate of $a$. For $g=0$, the coordinate has variance $v=kT_0/(\kappa\lambda)$ and relaxes at the rate $r=\kappa\lambda/(m\gamma)$. The autocorrelation of $x^2$ for this Gaussian process is $2v^2e^{-2rs}$, hence

$$C_\lambda(s)=\frac{\kappa^2}{4}\,2v^2e^{-2rs}=\frac{(kT_0)^2}{2\lambda^2}e^{-2rs},\qquad \beta_0^2G=\frac{1}{4r\lambda^2}=\frac{m\gamma}{4\kappa\lambda^3}. \tag{32}$$

With $|\lambda'|=\tfrac34$, (26) gives $a=\tfrac34\times125\times\int_{1/4}^1\lambda^{-3}d\lambda=\tfrac34\times125\times7.5=703$ time units. The factor $\lambda^{-3}$ places most of the dissipation at the hot end. With the quartic term included, $G$ was found by solving the linear equations for the time integral of the correlation function on the same cells, and $a=206.5$ time units. This value belongs to the 30 cells; for continuous diffusion $a=205$, lower by 0.7%, and the leading term $a/\tau$ of the forward errors below would shift by the same fraction. The quartic term thus lowers the dissipation by a factor of 3.4.

The following mean errors of $\Delta F_s$ are per coordinate, in units of $10^{-6}kT_0$. In the unmatched case the temperature, not $\lambda$, falls linearly on the way back.

| Estimate | $\tau=4\times10^5$ | $\tau=8\times10^5$ |
|---|---|---|
| forward run, 1600 K | 514.6 | 257.7 |
| half-difference, 1600 K | −0.483 | −0.121 |
| half-difference, 800 K | −0.195 | −0.049 |
| unmatched pair, 1600 K | 36.6 | 18.5 |

Equation (26) predicts a forward error of $206.5/(4\times10^5)=516\times10^{-6}$ for the shorter run, within 0.4% of the value found. Doubling $\tau$ halves the forward error and divides both half-difference errors by four, at the end and at the intermediate temperature. The unmatched pair keeps an error that only halves. The variance of the forward work equals $2kT_0$ times the forward error in the table to within 0.2%. Against (29) with $E_{\rm diss}=kT_0a/\tau$ it is lower by 0.5% for the shorter run and by 0.3% for the longer.

### Two Langevin runs

Now let 10000 atoms of the model move with inertia, under Langevin dynamics with the same $\gamma$. The initial positions and momenta are drawn from the Boltzmann distribution at the initial $\lambda$. Each step of 50 time units (2.42 fs) consists of a half-step kick by the forces, a half-step drift, the exact action of friction and noise on the momenta, a second half drift and a second half kick. There are 3600 steps in each direction, or 8.7 ps, with $\lambda$ linear in time. Equation (17), with $-W_b$ in place of $W$ for the backward run, gives in mRy per atom:

| $T$ (K) | forward | backward | half-diff. | direct |
|---|---|---|---|---|
| 800 | −17.025 | −17.056 | −17.041 | −17.044 |
| 1200 | −33.801 | −33.885 | −33.843 | −33.841 |
| 1600 | −52.741 | −52.910 | −52.825 | −52.827 |

The direct values are phase-space quadratures. The standard errors of the half-difference, from the spread of the work over the 30000 coordinates, are 0.003, 0.006 and 0.009 mRy. The half-difference deviates from the direct value by 1.3 standard errors at 800 K and by less at the other temperatures. Its remaining bias of order $\tau^{-2}$ is not resolved.

At 1600 K the forward run is too high by 1.2 meV per atom and the backward run too low by 1.1 meV. The half-difference, $-718.7$ meV, is off by 0.03 meV with a standard error of 0.12 meV. The half-sum of the works gives $\epsilon=0.0211$ mRy per atom, with a standard error of 0.0023 mRy. Multiplied by $T/T_0=4$ this is 0.085 mRy, or 1.15 meV, the average size of the two one-way errors.

The noise can be predicted from the same number. By (30) and (18), the standard error per atom at 1600 K should be

$$4\sqrt{\frac{kT_0\,\epsilon}{N}}=4\sqrt{\frac{2.533\times0.0211}{10^4}}\ \text{mRy}=0.009\ \text{mRy}, \tag{33}$$

as observed. Equation (31) gives $N_\ast=2\times2.533/0.0211\approx240$ atoms, with the same relative uncertainty as $\epsilon$, about 11%. With 10000 atoms the one-way bias is therefore larger than the one-way noise by $\sqrt{10000/240}\approx6.5$. For a cell of 100 such atoms, switched at the same rate, the noise would exceed the bias by $\sqrt{240/100}\approx1.5$. The backward run would still remove the leading bias, but a smaller statistical error would require longer or repeated runs.

The dissipation per coordinate, $\epsilon/3=0.0028\,kT_0$, exceeds the overdamped prediction for this $\tau$, $206.5/180000=0.0011\,kT_0$. The two kinds of motion share the equilibrium distribution, and so $\Delta F_s$, but not the correlation function $C_\lambda(s)$. The choice of thermostat and friction alters the cost of a given accuracy; it does not alter the free energy being sought.
